# Steady Oxygen Flux Through a Film with First-Order Scavenging: a numerical check

```python
"""
Result under test: a film of thickness L, diffusivity D and first-order
scavenging rate constant k, with concentration C0 upstream and zero downstream,
transmits the steady flux (D*C0/L) * m/sinh(m), where m = L*sqrt(k/D).
The inert film (k = 0) transmits D*C0/L.
Lengths are in cm, times in s, and oxygen amounts in cm3(STP), unless named.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

DAY = constants.day


def integrate_film(D, k, L, c_up, c_down):
    """Integrate D*C'' = k*C from the downstream face and match both faces.
    Returns flux out, flux in and the concentration at mid-thickness."""
    def slope(x, y):
        return [y[1], k * y[0] / D]

    def run(start):
        return solve_ivp(slope, (L, 0.0), start, method="DOP853",
                         t_eval=[L, L / 2, 0.0], rtol=1e-11, atol=1e-13).y

    unit_gradient = run([0.0, -1.0])
    unit_value = run([1.0, 0.0])
    weight = (c_up - c_down * unit_value[0, -1]) / unit_gradient[0, -1]
    y = weight * unit_gradient + c_down * unit_value
    return -D * y[1, 0], -D * y[1, -1], y[0, 1]


def transmission(m):
    return m / np.sinh(m)


# Rough typical polyester film; the rate constant is a round model value
D = 5e-9
L = 0.01
k = 1.25e-3
solubility = 0.07            # cm3(STP) per cm3 of film per atm
p_oxygen = 0.21              # atm
C0 = solubility * p_oxygen
m = L * np.sqrt(k / D)
factor = transmission(m)

# Flux and profile formulas against direct integration of the balance
for D_t, k_t, L_t in [(D, k, L), (2e-8, 1e-3, 0.003), (1e-9, 4e-3, 0.004)]:
    m_t = L_t * np.sqrt(k_t / D_t)
    inert_out = integrate_film(D_t, 0.0, L_t, 1.0, 0.0)[0]
    out, into, middle = integrate_film(D_t, k_t, L_t, 1.0, 0.0)
    assert np.isclose(inert_out, D_t / L_t, rtol=1e-8)
    assert np.isclose(out / inert_out, transmission(m_t), rtol=1e-7)
    assert np.isclose(into / inert_out, m_t / np.tanh(m_t), rtol=1e-7)
    assert np.isclose(middle, np.sinh(m_t / 2) / np.sinh(m_t), rtol=1e-7)
    ratio = 0.01
    out_back = integrate_film(D_t, k_t, L_t, 1.0, ratio)[0]
    expected = transmission(m_t) * (1 - ratio * np.cosh(m_t))
    assert np.isclose(out_back / inert_out, expected, rtol=1e-6)

numeric_out = integrate_film(D, k, L, 1.0, 0.0)[0]
numeric_factor = numeric_out / integrate_film(D, 0.0, L, 1.0, 0.0)[0]
balanced_out = integrate_film(D, k, L, 1.0, 1 / np.cosh(m))[0]
assert abs(balanced_out / numeric_out) < 1e-6

# Weak and strong scavenging limits; tolerances are the next terms in size
m_weak = 0.3
weak = integrate_film(D, m_weak**2 * D / L**2, L, 1.0, 0.0)[0] * L / D
assert abs(weak - (1 - m_weak**2 / 6)) < m_weak**4 / 40
strong_limit = 2 * m * np.exp(-m)
assert abs(strong_limit / numeric_factor - 1) < 2 * np.exp(-2 * m)

# Slowest transient from the discretized diffusion-reaction operator
cells = 300
h = L / cells
decay_rates = eigh_tridiagonal(
    np.full(cells - 1, 2 * D / h**2 + k), np.full(cells - 2, -D / h**2),
    select="i", select_range=(0, 0))[0]
relaxation_rate = k + np.pi**2 * D / L**2
assert np.isclose(decay_rates[0], relaxation_rate, rtol=1e-4)


def transmitted_history(cells, capacity, times_days):
    """Film initially free of oxygen; the local scavenging rate is k*s*C,
    where s is the remaining fraction of the scavenger.
    Returns the flux out divided by the steady flux of the inert film."""
    n = cells - 1

    def rates(t, y):
        u, s = y[:n], y[n:]
        padded = np.concatenate(([1.0], u, [0.0]))
        diffusion = D / L**2 * cells**2 * np.diff(padded, 2)
        du = diffusion - k * s * u
        ds = -k * C0 / capacity * s * u
        return DAY * np.concatenate((du, ds))

    start = np.concatenate((np.zeros(n), np.ones(n)))
    run = solve_ivp(rates, (0.0, times_days[-1]), start, method="BDF",
                    t_eval=times_days, rtol=1e-6, atol=1e-9)
    assert run.success
    return run.y[n - 1] * cells


# Unlimited scavenger: the film must settle at the steady transmission
settled = transmitted_history(120, np.inf, np.array([0.0, 2 / 24]))[-1]
assert np.isclose(settled, factor, rtol=2e-3)   # grid error below 0.1 percent

# Finite scavenger capacity (assumed), cm3(STP) of oxygen per cm3 of film
capacity = 20.0
days = np.linspace(0.0, 40.0, 161)
history = transmitted_history(120, capacity, days)
coarse = transmitted_history(60, capacity, days)
assert history[-1] > 2 * factor
doubling = np.interp(2 * factor, history, days)
doubling_coarse = np.interp(2 * factor, coarse, days)
assert np.isclose(doubling, doubling_coarse, rtol=0.01)
face_time = capacity / (k * C0) / DAY

# Fluxes in cm3(STP) per m2 per day
to_daily = 1e4 * DAY
J_inert = D * C0 / L * to_daily
J_out = J_inert * factor
J_in = J_inert * m / np.tanh(m)

# Oxygen build-up in a package with a 1 cm deep headspace
T_room = constants.zero_Celsius + 23.0
headspace_depth = 1.0
p_stop = p_oxygen / np.cosh(m)
stored = p_stop * headspace_depth * 1e4 * constants.zero_Celsius / T_room
headspace_time = stored / J_out

# Refrigerated use with assumed activation energies and fixed solubility
T_cold = constants.zero_Celsius + 5.0
E_D, E_k = 45e3, 70e3        # J/mol
inverse_shift = (1 / T_cold - 1 / T_room) / constants.R
D_cold = D * np.exp(-E_D * inverse_shift)
k_cold = k * np.exp(-E_k * inverse_shift)
m_cold = L * np.sqrt(k_cold / D_cold)
J_cold = D_cold * C0 / L * to_daily * transmission(m_cold)

# Wide patches without scavenger act as a parallel path
bare_area = 0.01
J_patchy = J_inert * (bare_area + (1 - bare_area) * factor)

print(f"Film thickness L: {L * 1e4:.0f} um")
print(f"Oxygen diffusivity D: {D:.1e} cm2/s")
print(f"Scavenging rate constant k: {k:.2e} 1/s")
print(f"Oxygen solubility: {solubility:.2f} cm3(STP)/(cm3 atm)")
print(f"Upstream oxygen pressure: {p_oxygen:.2f} atm")
print(f"Upstream concentration C0: {C0:.4f} cm3(STP)/cm3")
print(f"m = L sqrt(k/D): {m:.4f} (dimensionless)")
print(f"sinh(m): {np.sinh(m):.4f} (dimensionless)")
print(f"Transmission factor m/sinh(m): {factor:.6f} (dimensionless)")
print(f"Same factor by numerical integration: {numeric_factor:.6f}")
print(f"Strong-scavenging limit 2m exp(-m): {strong_limit:.6f}")
print(f"Inverse factor sinh(m)/m: {1 / factor:.3f} (dimensionless)")
print(f"Reduction of transmitted flux: {100 * (1 - factor):.2f} percent")
print(f"Inlet flux factor m coth(m): {m / np.tanh(m):.4f}")
print(f"Inert film flux: {J_inert:.3f} cm3(STP)/(m2 day)")
print(f"Transmitted flux with scavenger: {J_out:.3f} cm3(STP)/(m2 day)")
print(f"Inlet flux with scavenger: {J_in:.2f} cm3(STP)/(m2 day)")
print(f"Slowest transient time: {1 / relaxation_rate / 60:.2f} min")
print(f"Factor reached after 2 h, time-dependent run: {settled:.5f}")
print(f"Assumed scavenger capacity: {capacity:.0f} cm3(STP)/cm3")
print(f"Scavenger 1/e time at upstream face: {face_time:.1f} days")
for day in (10, 20, 30, 40):
    value = np.interp(day, days, history)
    print(f"Transmission factor after {day} days of depletion: {value:.4f}")
print(f"Time at which transmission has doubled: {doubling:.1f} days")
print(f"Assumed headspace depth: {headspace_depth:.1f} cm")
print(f"Ratio C_L/C0 that stops net inflow: {1 / np.cosh(m):.5f}")
print(f"Package oxygen pressure that stops inflow: {p_stop:.5f} atm")
print(f"Headspace build-up time constant: {headspace_time:.1f} days")
print(f"Room temperature: {T_room:.2f} K")
print(f"Refrigerated temperature: {T_cold:.2f} K")
print(f"Assumed activation energy of D: {E_D / 1e3:.0f} kJ/mol")
print(f"Assumed activation energy of k: {E_k / 1e3:.0f} kJ/mol")
print(f"Refrigerated m: {m_cold:.3f} (dimensionless)")
print(f"Refrigerated transmission factor: {transmission(m_cold):.4f}")
print(f"Refrigerated transmitted flux: {J_cold:.3f} cm3(STP)/(m2 day)")
print(f"Assumed bare area: {100 * bare_area:.0f} percent")
print(f"Transmitted flux with bare area: {J_patchy:.3f} cm3(STP)/(m2 day)")
print(f"Increase due to bare area: {100 * (J_patchy / J_out - 1):.1f} percent")
print("every check passed")
```

Printed output:

```
Film thickness L: 100 um
Oxygen diffusivity D: 5.0e-09 cm2/s
Scavenging rate constant k: 1.25e-03 1/s
Oxygen solubility: 0.07 cm3(STP)/(cm3 atm)
Upstream oxygen pressure: 0.21 atm
Upstream concentration C0: 0.0147 cm3(STP)/cm3
m = L sqrt(k/D): 5.0000 (dimensionless)
sinh(m): 74.2032 (dimensionless)
Transmission factor m/sinh(m): 0.067383 (dimensionless)
Same factor by numerical integration: 0.067383
Strong-scavenging limit 2m exp(-m): 0.067379
Inverse factor sinh(m)/m: 14.841 (dimensionless)
Reduction of transmitted flux: 93.26 percent
Inlet flux factor m coth(m): 5.0005
Inert film flux: 6.350 cm3(STP)/(m2 day)
Transmitted flux with scavenger: 0.428 cm3(STP)/(m2 day)
Inlet flux with scavenger: 31.75 cm3(STP)/(m2 day)
Slowest transient time: 9.56 min
Factor reached after 2 h, time-dependent run: 0.06742
Assumed scavenger capacity: 20 cm3(STP)/cm3
Scavenger 1/e time at upstream face: 12.6 days
Transmission factor after 10 days of depletion: 0.0863
Transmission factor after 20 days of depletion: 0.1086
Transmission factor after 30 days of depletion: 0.1342
Transmission factor after 40 days of depletion: 0.1632
Time at which transmission has doubled: 30.2 days
Assumed headspace depth: 1.0 cm
Ratio C_L/C0 that stops net inflow: 0.01348
Package oxygen pressure that stops inflow: 0.00283 atm
Headspace build-up time constant: 61.0 days
Room temperature: 296.15 K
Refrigerated temperature: 278.15 K
Assumed activation energy of D: 45 kJ/mol
Assumed activation energy of k: 70 kJ/mol
Refrigerated m: 3.600 (dimensionless)
Refrigerated transmission factor: 0.1969
Refrigerated transmitted flux: 0.383 cm3(STP)/(m2 day)
Assumed bare area: 1 percent
Transmitted flux with bare area: 0.487 cm3(STP)/(m2 day)
Increase due to bare area: 13.8 percent
every check passed
```
